# Perturbation series for the hydrogen ground state in a magnetic field: verification in Python

```python
# Hydrogen ground state, H = -Lap/2 - 1/r + lam*u/8, lam = B^2, u = rho^2 = x^2+y^2 (atomic units, m=0, no spin).
# Under test: E ~ sum E_k lam^k = -1/2 + B^2/4 - 53B^4/192 + 5581B^6/4608 - ...;
# width at imaginary field B = i g: Gamma = 32 g^(-3/2) exp(-pi/g) (1 + c1 g + ...);
# E_k = (-1)^(k+1) (2/pi) int (Gamma/2) g^(-2k-1) dg -> (-1)^(k+1) (4/pi)^(5/2) Gamma(2k+3/2)/pi^(2k).
# psi = exp(-r) sum lam^n F_n, F_n = sum c[a,b] r^a u^b.  WKB near z=0: psi = A exp(-s - z^2/(2 tau)),
# sin(th) = g rho/2, kappa = cos(th), s' = kappa, tau = 2 th/g, A = 4 tan(th/2)/(g sqrt(pi rho kappa tau)).
from fractions import Fraction as Fr
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.special import roots_laguerre, roots_legendre, eval_genlaguerre, eval_legendre, airy, airye
from scipy.linalg import lu_factor, lu_solve
from scipy.integrate import quad
from scipy.constants import physical_constants as pc

mp.mp.dps = 80
pi = np.pi

# ---- action of H0 + 1/2 on exp(-r) r^a u^b, from Cartesian derivatives
X, Y, Z = sp.symbols('X Y Z', positive=True)
rr, uu = sp.sqrt(X**2 + Y**2 + Z**2), X**2 + Y**2
for a, b in [(0, 1), (1, 1), (2, 0), (3, 2)]:
    f = sp.exp(-rr)*rr**a*uu**b
    lhs = -(f.diff(X, 2) + f.diff(Y, 2) + f.diff(Z, 2))/2 - f/rr + f/2
    rhs = sp.exp(-rr)*((a + 2*b)*rr**(a - 1)*uu**b - sp.Rational(a*(a + 1 + 4*b), 2)*rr**(a - 2)*uu**b
                       - 2*b*b*rr**a*uu**(b - 1))
    pt = {X: sp.Rational(7, 10), Y: sp.Rational(2, 5), Z: sp.Rational(13, 10)}
    assert abs(sp.N((lhs - rhs).subs(pt), 30)) < 1e-20


def series(N, one, div):
    """Polynomial recursion; numbers are Fractions or fixed-point integers with unit 'one'."""
    zero = one - one
    c0 = np.full((2, 2), zero, dtype=object)
    c0[0, 0] = one
    C, E = [c0], [div(-one, 2)]
    for n in range(1, N + 1):
        R = np.full((3*n + 2, n + 2), zero, dtype=object)
        for j in range(1, n):
            m = n - j
            R[:3*m + 2, :m + 2] += C[m]*E[j]
        R = div(R, one)
        R[:3*n - 1, 1:n + 2] -= div(C[n - 1], 8)
        c = np.full((3*n + 2, n + 2), zero, dtype=object)
        for d in range(3*n, 1, -1):
            for b in range(min(n, d//2) + 1):
                a = d - 2*b
                val = ((a + 1)*(a + 2 + 4*b)//2)*c[a + 1, b]
                if a >= 1:
                    val += R[a - 1, b] + 2*(b + 1)**2*c[a - 1, b + 1]
                c[a, b] = div(val, d)
        C.append(c)
        E.append(-3*c[2, 0] - 2*c[0, 1])
    return C, E


C, Ex = series(8, Fr(1), lambda x, d: x/d)
assert Ex[:4] == [Fr(-1, 2), Fr(1, 4), Fr(-53, 192), Fr(5581, 4608)]
N = 40
runs = []
for bits in (1000, 1300):
    runs.append([mp.mpf(e)/mp.mpf(2)**bits for e in series(N, 1 << bits, lambda x, d: x//d)[1]])
E = runs[1]
assert max(abs(p/q - 1) for p, q in zip(*runs)) < 1e-30
assert all(abs(E[k]*Ex[k].denominator/Ex[k].numerator - 1) < 1e-60 for k in range(9))
assert all((-1)**(k + 1)*E[k] > 0 for k in range(N + 1))
print("c11, c01, c20 of F_1 =", C[1][1, 1], C[1][0, 1], C[1][2, 0])
for k in range(7):
    print(f"E_{k} = {Ex[k]} = {float(Ex[k]):.10g} hartree")

# ---- orthonormal Laguerre x Y_l0 basis (even l), matrix elements by Gauss quadrature
nr, ls = 40, np.arange(0, 25, 2)
x, w = roots_laguerre(50)
nn = np.arange(nr)
nrm = 1/np.sqrt((nn + 1.0)*(nn + 2.0))
L = np.array([eval_genlaguerre(n, 2, x) for n in range(nr)])
dL = np.array([-eval_genlaguerre(n - 1, 3, x) if n else 0*x for n in range(nr)])
P = nrm[:, None]*L*np.sqrt(w)
D = nrm[:, None]*((1 - x/2)*L + x*dL)*np.sqrt(w)
assert np.abs((P*x**2) @ P.T - np.eye(nr)).max() < 1e-10
ct, cw = roots_legendre(40)
Yl = np.array([np.sqrt(l + 0.5)*eval_legendre(int(l), ct) for l in ls])
sin2 = (Yl*cw*(1 - ct**2)) @ Yl.T
Il = np.eye(len(ls))
Kin = np.kron(Il, 2*D @ D.T) + np.kron(np.diag(ls*(ls + 1)/2.0), 4*P @ P.T)
Coul = np.kron(Il, 2*(P*x) @ P.T)
V = np.kron(sin2, (P*x**4) @ P.T/4)/8
dim = len(V)
e0 = np.eye(dim)[0]

G = lu_factor((Kin - Coul + 0.5*np.eye(dim))[1:, 1:])
psi, Em = [e0], [-0.5]
for n in range(1, 7):
    Em.append(e0 @ V @ psi[-1])
    src = -V @ psi[-1] + sum(Em[j]*psi[n - j] for j in range(1, n + 1))
    psi.append(np.concatenate(([0.0], lu_solve(G, src[1:]))))
dev = max(abs(Em[k]/float(Ex[k]) - 1) for k in range(1, 7))
assert dev < 1e-7
print(f"matrix perturbation theory, E_1..E_6: max rel. deviation = {dev:.0e}")


def level(lam, theta, guess, v):
    """Eigenvalue of the complex-scaled H (r -> r exp(i theta)) nearest to guess."""
    H = np.exp(-2j*theta)*Kin - np.exp(-1j*theta)*Coul + lam*np.exp(2j*theta)*V
    lu = lu_factor(H - guess*np.eye(dim))
    v = v.astype(complex)
    for _ in range(40):
        v = lu_solve(lu, v)
        v /= np.linalg.norm(v)
    Hv = H @ v
    en = (v @ Hv)/(v @ v)
    assert np.linalg.norm(Hv - en*v) < 1e-8
    return en, v


# ---- WKB functions s, 1/tau, ln A against the two top degrees of ln F
r_, u_, t_, y_ = sp.symbols('r u t y')
F = [sp.Poly(sum(sp.Rational(c[a, b].numerator, c[a, b].denominator)*r_**a*u_**b
                 for a in range(c.shape[0]) for b in range(c.shape[1])), r_, u_, domain='QQ') for c in C[:5]]
th_over_t = sp.expand(sp.series(sp.asin(t_), t_, 0, 12).removeO()/t_).subs(t_, sp.sqrt(y_))
kap = sp.sqrt(1 - y_)
wkb = [-(th_over_t + kap)/2, -1/(2*th_over_t),
       sp.log(2/(1 + kap)) - sp.log(th_over_t)/2 - sp.log(1 - y_)/4]
Lg = [None]
for n in range(1, 5):
    ln = F[n]
    for k in range(1, n):
        ln = ln - Lg[k]*F[n - k]*sp.Rational(k, n)
    Lg.append(ln)
    terms = ln.terms()
    assert max(a + 2*b for (a, b), _ in terms) == 2*n + 1
    got = [sum(c for (a, b), c in terms if a + 2*b == 2*n + 1),
           sum(c*sp.Rational(a, 2) for (a, b), c in terms if a + 2*b == 2*n + 1),
           sum(c for (a, b), c in terms if a + 2*b == 2*n)]
    want = [sp.diff(f, y_, n).subs(y_, 0)/sp.factorial(n)*sp.Rational(-1, 4)**n for f in wkb]
    assert all(abs(sp.N(p - q, 30)) < 1e-20 for p, q in zip(got, want))
    if n <= 2:
        print(f"ln F order {n}: coefficients from -s, -1/(2tau), ln A =", got)

# ---- Airy connection: outgoing current equals squared amplitude of the growing WKB branch
ai, aip, bi, bip = airy(-7.3)
current = abs(((bi - 1j*ai)*(bip + 1j*aip)).imag)
amp2 = airye(40.0)[2]**2*np.sqrt(40.0)
assert abs(amp2/current - 1) < 2e-3   # WKB correction 5/(36 zeta), zeta about 169
print(f"Airy: amplitude^2/current = {amp2/current:.5f}")


def gamma0(g):
    return 32*g**-1.5*np.exp(-pi/g)


# ---- leading width assembled from quadratures
g = 0.15
rt = 2/g
kf = lambda p: np.sqrt(max(0.0, 1 - (p/rt)**2))
S = quad(kf, 0, rt, epsabs=1e-12)[0]
tau = quad(lambda p: rt/np.sqrt(rt + p), 0, rt, weight='alg', wvar=(0, -0.5))[0]
Ic = quad(lambda p: p/(rt*(1 + kf(p))*np.sqrt(rt + p)), 0, rt, weight='alg', wvar=(0, -0.5), limit=200)[0]
Nn = rt*np.exp(Ic)/np.sqrt(pi)
zint = [quad(lambda z: abs(np.exp(-z*z/(2*tc)))**2/abs(tc), -np.inf, np.inf)[0] for tc in (tau, tau - 15j)]
assert abs(zint[0]/zint[1] - 1) < 1e-7 and abs(abs(np.tan((pi/2 - 0.8j)/2)) - 1) < 1e-12
assert abs(2*pi*Nn**2*zint[0]*np.exp(-2*S)/gamma0(g) - 1) < 1e-6
print(f"g = {g}: rho_t = {rt:.5f} bohr, s_t = {S:.6f}, tau_t = {tau:.6f} a.u.")
print(f"g = {g}: Coulomb factor = {np.exp(Ic):.6f}, N = {Nn:.6f}, z integral = {zint[0]:.6f}")
print(f"g = {g}: exp(-2 s_t) = {np.exp(-2*S):.5e}, Gamma_0 = {gamma0(g):.5e} hartree")


# ---- large orders
def avron(k):
    return (-1)**(k + 1)*(4/mp.pi)**mp.mpf('2.5')*mp.gamma(2*k + mp.mpf('1.5'))/mp.pi**(2*k)


mom = quad(lambda xx: gamma0(1/xx)/pi*xx**11, 1e-6, 40, epsabs=0, epsrel=1e-10, points=[4])[0]
assert abs(-mom/float(avron(6)) - 1) < 1e-7
print(f"(4/pi)^(5/2) = {(4/pi)**2.5:.6f}")
for k in (1, 2, 3, 4, 6, 10, 20, 30, 40):
    print(f"k = {k}: E_k = {mp.nstr(E[k], 7)}, Avron = {mp.nstr(avron(k), 7)}, ratio = {mp.nstr(E[k]/avron(k), 6)}")


def fit(M):
    ks = range(N - M, N + 1)
    h = mp.mpf('1.5')
    A = mp.matrix([[mp.pi**j*mp.gamma(2*k + h - j)/mp.gamma(2*k + h) for j in range(M + 1)] for k in ks])
    return mp.lu_solve(A, mp.matrix([E[k]/avron(k) for k in ks]))


c, c8 = fit(10), fit(8)
assert abs(c[0] - 1) < 1e-5 and abs(c[1] - c8[1]) < 1e-3
ks = list(range(N - 7, N))
bk = [mp.sqrt(mp.mpf(1)/4 - mp.pi**2*E[k + 1]/E[k]) - 2*k - mp.mpf(1)/2 for k in ks]
bfit = mp.lu_solve(mp.matrix([[mp.mpf(k)**-j for j in range(7)] for k in ks]), mp.matrix(bk))[0]
assert abs(bfit - 1.5) < 1e-4
print(f"free fits: c0 = {mp.nstr(c[0], 9)}, power b in Gamma(2k+b) = {mp.nstr(bfit, 8)}")
print("c1, c2, c3 =", mp.nstr(c[1], 6), mp.nstr(c[2], 5), mp.nstr(c[3], 4), "; A =", mp.nstr(-mp.pi*c[1]/2, 6))

# ---- widths by complex scaling
gs, ratios = [0.12, 0.15, 0.18, 0.21], []
for g in gs:
    en = level(-g*g, 0.5, -0.5 - g*g/4, e0)[0]
    wid = -2*en.imag
    ratios.append(wid/gamma0(g))
    pred = 1 + sum(float(c[j])*g**j for j in range(1, 7))
    if g < 0.16:
        assert abs(ratios[-1]/pred - 1) < 5e-3   # first omitted term c7 g^7 and rounding
    print(f"g = {g}: Re E = {en.real:.9f}, Gamma = {wid:.4e}, Gamma_0 = {gamma0(g):.4e} hartree")
    print(f"   Gamma/Gamma_0 = {ratios[-1]:.4f}, 1 + c1 g + ... + c6 g^6 = {pred:.4f}")
other = -2*level(-0.0225, 0.4, -0.5 - 0.0225/4, e0)[0].imag
assert abs(other/(ratios[1]*gamma0(0.15)) - 1) < 1e-4
extrap = np.polyfit(gs, ratios, 3)[-1]
assert abs(extrap - 1) < 0.05   # cubic extrapolation error about c4 * g1 g2 g3 g4
print(f"Gamma/Gamma_0 extrapolated to g = 0: {extrap:.3f}")

# ---- dispersion relation with the computed Im E over 0.1 < g < 1 (variable 1/g)
xn, xw = roots_legendre(24)
xn, xw = (5.5 + 4.5*xn)[::-1], (4.5*xw)[::-1]
guess, v, im = -0.5025, e0, []
for xx in xn:
    guess, v = level(-1/xx**2, 0.5, guess + 1e-4, v)
    im.append(-guess.imag)
for k in (5, 6):
    disp = (-1)**(k + 1)*2/pi*np.sum(xw*np.array(im)*xn**(2*k - 1))
    assert abs(disp/float(E[k]) - 1) < 2e-3   # omitted ranges g < 0.1 and g > 1
    print(f"dispersion integral E_{k} = {disp:.5g}, recursion = {float(E[k]):.5g} hartree")

# ---- worked example at real field
B0 = pc['atomic unit of mag. flux density'][0]
Ha = pc['Hartree energy in eV'][0]
print(f"field unit = {B0:.6e} T, hartree = {Ha:.6f} eV")
for B in (0.1, 0.2):
    exact = level(B*B, 0.0, -0.5 + B*B/4, e0)[0].real
    t = [float(E[k]*mp.mpf(B)**(2*k)) for k in range(N + 1)]
    kmin = int(np.argmin(np.abs(t)))
    part = sum(t[:kmin])
    assert abs(part - exact) < abs(t[kmin]) + 2e-13
    assert abs(kmin - pi/(2*B)) < 1.5
    print(f"B = {B} = {B*B0:.5e} T: diagonalization E = {exact:.12f} hartree")
    print(f"   shift = {(exact + 0.5)*Ha:.6f} eV; terms k=1,2,3: {t[1]:.6e} {t[2]:.6e} {t[3]:.6e}")
    print(f"   sum to B^6 = {sum(t[:4]):.12f}, error = {sum(t[:4]) - exact:.2e} hartree")
    print(f"   smallest term k = {kmin} (pi/2B = {pi/(2*B):.2f}): {t[kmin]:.2e} hartree")
    print(f"   sum to k = {kmin - 1}: {part:.12f}, error = {part - exact:.1e}; term k = 40: {t[40]:.2e}")
print("every check passed")
```

Running it gives:

```
c11, c01, c20 of F_1 = -1/24 -1/16 -1/24
E_0 = -1/2 = -0.5 hartree
E_1 = 1/4 = 0.25 hartree
E_2 = -53/192 = -0.2760416667 hartree
E_3 = 5581/4608 = 1.211154514 hartree
E_4 = -21577397/2211840 = -9.755405906 hartree
E_5 = 31283298283/265420800 = 117.8630246 hartree
E_6 = -13867513160861/7077888000 = -1959.272761 hartree
matrix perturbation theory, E_1..E_6: max rel. deviation = 2e-14
ln F order 1: coefficients from -s, -1/(2tau), ln A = [-1/24, -1/48, -5/48]
ln F order 2: coefficients from -s, -1/(2tau), ln A = [1/640, 17/11520, 271/23040]
Airy: amplitude^2/current = 1.00083
g = 0.15: rho_t = 13.33333 bohr, s_t = 10.471976, tau_t = 20.943951 a.u.
g = 0.15: Coulomb factor = 2.000000, N = 15.045056, z integral = 0.387298
g = 0.15: exp(-2 s_t) = 8.01969e-10, Gamma_0 = 4.41744e-07 hartree
(4/pi)^(5/2) = 1.829259
k = 1: E_k = 0.25, Avron = 0.6159589, ratio = 0.405871
k = 2: E_k = -0.2760417, Avron = -0.9829526, ratio = 0.280829
k = 3: E_k = 1.211155, Avron = 3.560483, ratio = 0.340166
k = 4: E_k = -9.755406, Avron = -22.99796, ratio = 0.424186
k = 6: E_k = -1959.273, Avron = -3385.405, ratio = 0.578741
k = 10: E_k = -1.725156e+9, Avron = -2.311678e+9, ratio = 0.746279
k = 20: E_k = -1.080081e+29, Avron = -1.238778e+29, ratio = 0.871892
k = 30: E_k = -1.607672e+53, Avron = -1.758866e+53, ratio = 0.914039
k = 40: E_k = -1.8601e+80, Avron = -1.988774e+80, ratio = 0.9353
free fits: c0 = 0.999999994, power b in Gamma(2k+b) = 1.5000016
c1, c2, c3 = -1.66686 0.25492 -0.6391 ; A = 2.6183
g = 0.12: Re E = -0.503661377, Gamma = 2.6355e-09, Gamma_0 = 3.2853e-09 hartree
   Gamma/Gamma_0 = 0.8022, 1 + c1 g + ... + c6 g^6 = 0.8020
g = 0.15: Re E = -0.505782247, Gamma = 3.3244e-07, Gamma_0 = 4.4174e-07 hartree
   Gamma/Gamma_0 = 0.7526, 1 + c1 g + ... + c6 g^6 = 0.7517
g = 0.18: Re E = -0.508450270, Gamma = 7.7385e-06, Gamma_0 = 1.1025e-05 hartree
   Gamma/Gamma_0 = 0.7019, 1 + c1 g + ... + c6 g^6 = 0.6993
g = 0.21: Re E = -0.511736767, Gamma = 6.8744e-05, Gamma_0 = 1.0587e-04 hartree
   Gamma/Gamma_0 = 0.6493, 1 + c1 g + ... + c6 g^6 = 0.6428
Gamma/Gamma_0 extrapolated to g = 0: 1.010
dispersion integral E_5 = 117.85, recursion = 117.86 hartree
dispersion integral E_6 = -1958.9, recursion = -1959.3 hartree
field unit = 2.350518e+05 T, hartree = 27.211386 eV
B = 0.1 = 2.35052e+04 T: diagonalization E = -0.497526480401 hartree
   shift = 0.067308 eV; terms k=1,2,3: 2.500000e-03 -2.760417e-05 1.211155e-06
   sum to B^6 = -0.497526393012, error = 8.74e-08 hartree
   smallest term k = 15 (pi/2B = 15.71): 2.72e-12 hartree
   sum to k = 14: -0.497526480402, error = -1.4e-12; term k = 40: -1.86e+00
B = 0.2 = 4.70104e+04 T: diagonalization E = -0.490381565035 hartree
   shift = 0.261731 eV; terms k=1,2,3: 1.000000e-02 -4.416667e-04 7.751389e-05
   sum to B^6 = -0.490364152778, error = 1.74e-05 hartree
   smallest term k = 7 (pi/2B = 7.85): 7.00e-06 hartree
   sum to k = 6: -0.490385082624, error = -3.5e-06; term k = 40: -2.25e+24
every check passed
```
